# Radiative capture of slow electrons by bare nuclei, summed over shells, part 1

(Sections cited here and not found follow in the second part.)

A free electron of energy $E=\tfrac12mv^2=\hbar^2k^2/2m$ passes a bare nucleus of charge $Ze$, emits one photon and is left in the shell $n$. The nucleus is a point of infinite mass, the motion is nonrelativistic, the emission is electric dipole, and there are no external fields. With

$$K=\frac{Ze^2}{4\pi\varepsilon_0},\qquad \eta=\frac{K}{\hbar v}=\frac{Z}{ka_0},\qquad \eta^2=\frac{Z^2\mathrm{Ry}}{E},\qquad Z^2\mathrm{Ry}=\frac{mK^2}{2\hbar^2},$$

the Kramers cross section for shell $n$, summed over its $l$ and $m$, is

$$\sigma_n^{K}=\frac{\sigma_0\,\eta^2}{n\,(1+n^2/\eta^2)},\qquad \sigma_0=\frac{32\pi}{3\sqrt3}\,\alpha^3a_0^2 ,\tag{1}$$

where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and $a_0=\hbar/(\alpha mc)$. The factor $1/[n(1+n^2k^2a_0^2/Z^2)]$ is the dependence on $n$ at fixed $k$, and the prefactor $\eta^2$ carries one power of $1/E$. For slow electrons, $\eta\gg1$, the sum over shells is

$$\sigma_{\rm tot}=\sigma_0\,\frac{Z^2\mathrm{Ry}}{E}\left[\ln\frac{Z}{ka_0}+\text{const}+o(1)\right].\tag{2}$$

In the Kramers model the constant is Euler's $\gamma=0.5772$, with a remainder no larger than $5/(32\eta^2)$. In the exact dipole theory of the nonrelativistic Coulomb problem the logarithm keeps the same coefficient, the constant is $C=0.1635$, and the next term is about $0.52\,\eta^{-2/3}$. The last two numbers, and the power $-2/3$, come from a numerical evaluation of exact matrix elements.

## The estimate on the back of an envelope

A slow electron with small angular momentum $L$ falls deep into the Coulomb well, where its initial energy is negligible. It swings round the nucleus at a distance of order $L^2/mK$ with a speed of order $K/L$, so the swing lasts a time of order $L^3/mK^2$. A charge whose velocity changes by $\Delta v$ in a time $\tau$ radiates, near $\omega\sim1/\tau$, an energy per unit angular frequency of order $(e^2/4\pi\varepsilon_0c^3)(\Delta v)^2$.

At a given $\omega$ wider orbits swing too slowly to radiate, and tighter ones radiate a comparable amount per passage, as (5) below shows, but fill a smaller part of the beam. The orbits that dominate are therefore those with $\omega\tau\sim1$, that is $L\sim L_\omega=(mK^2/\omega)^{1/3}$. Since $L=mvb$ for impact parameter $b$, they fill an area of order $L_\omega^2/(mv)^2$ of the incoming beam, and each has $\Delta v\sim K/L_\omega$. The radiated energy per unit frequency, weighted with this area, is

$$\kappa\sim\frac{e^2}{4\pi\varepsilon_0c^3}\,\frac{K^2}{L_\omega^2}\,\frac{L_\omega^2}{m^2v^2}=\frac{e^2}{4\pi\varepsilon_0c^3}\,\frac{K^2}{m^2v^2}.$$

The angular momentum cancels, so the spectrum is flat. Dividing by the photon energy turns energy into a number of photons, and the cross section for emitting into $d\omega$ is $(\kappa/\hbar)\,d\omega/\omega$. Its scale follows from $e^2/4\pi\varepsilon_0=\alpha\hbar c$, $K/v=\eta\hbar$ and $\hbar/mc=\alpha a_0$:

$$\frac{\kappa}{\hbar}\sim\alpha\,\eta^2\Big(\frac{\hbar}{mc}\Big)^2=\alpha^3a_0^2\,\eta^2 .$$

The electron is captured if the photon takes more than $E$, and it cannot take more than $E+Z^2\mathrm{Ry}$, which leaves the electron in the ground state. Hence

$$\sigma_{\rm tot}\sim\frac{\kappa}{\hbar}\int_{E/\hbar}^{(E+Z^2\mathrm{Ry})/\hbar}\frac{d\omega}{\omega}=\frac{\kappa}{\hbar}\ln(1+\eta^2)\approx 2\alpha^3a_0^2\,\eta^2\ln\eta .$$

The factor $1/E$ is the $1/v^2$ of Coulomb focusing, by which a fixed range of $L$ corresponds to an area growing as $1/v^2$. The logarithm counts the octaves of photon energy between $E$ and $Z^2\mathrm{Ry}$. The estimate misses a numerical factor $16\pi/(3\sqrt3)$, about ten, and cannot fix the constant beside the logarithm.

## Classical radiation from parabolic orbits

The Larmor power of a nonrelativistic charge is $e^2|\mathbf a|^2/(6\pi\varepsilon_0c^3)$. Define $\mathbf a(\omega)=\int\mathbf a(t)e^{i\omega t}dt$. Parseval's theorem gives $\int|\mathbf a|^2dt=(1/2\pi)\int_{-\infty}^\infty|\mathbf a(\omega)|^2d\omega$, and because $\mathbf a(t)$ is real the negative frequencies contribute as much as the positive ones. The energy radiated per unit positive frequency in one passage is therefore

$$\frac{dW}{d\omega}=\frac{e^2}{6\pi^2\varepsilon_0c^3}\,|\mathbf a(\omega)|^2 .\tag{3}$$

For the orbit, conservation of $L=mr^2\dot\vartheta$ turns Newton's equation in the potential $-K/r$ into $d^2(1/r)/d\vartheta^2+1/r=mK/L^2$, solved by $1/r=(1+\epsilon\cos\vartheta)/p$ with $p=L^2/mK$. The energy is

$$\frac{L^2}{2m}\Big[\Big(\frac{d(1/r)}{d\vartheta}\Big)^2+\frac1{r^2}\Big]-\frac Kr=\frac{K}{2p}(1+2\epsilon\cos\vartheta+\epsilon^2)-\frac Kp(1+\epsilon\cos\vartheta)=\frac{K}{2p}(\epsilon^2-1).\tag{4}$$

The incoming energy is now set to zero in the shape of the orbit, $\epsilon=1$, under a condition found below. With $s=\tan(\vartheta/2)$ one has $1+\cos\vartheta=2/(1+s^2)$, $\cos\vartheta=(1-s^2)/(1+s^2)$, $\sin\vartheta=2s/(1+s^2)$ and $d\vartheta=2ds/(1+s^2)$, so

$$r=\frac p2(1+s^2),\qquad x=\frac p2(1-s^2),\qquad y=ps,\qquad dt=\frac{mr^2d\vartheta}{L}=\tau(1+s^2)\,ds ,$$

with $\tau=mp^2/2L=L^3/(2mK^2)$. Thus $t=\tau(s+s^3/3)$.

On a parabola the velocity vanishes at both ends, so integration by parts gives $\mathbf a(\omega)=-i\omega\int\mathbf v\,e^{i\omega t}dt=-i\omega\int e^{i\omega t}\,d\mathbf r$, where $dx=-ps\,ds$ and $dy=p\,ds$. Put $u=\omega\tau$, $z=u^{2/3}$ and $s=u^{-1/3}\zeta$. The phase becomes $\omega t=z\zeta+\zeta^3/3$, which is that of the Airy function

$$\mathrm{Ai}(z)=\frac1{2\pi}\int_{-\infty}^\infty e^{i(z\zeta+\zeta^3/3)}d\zeta,\qquad \mathrm{Ai}'(z)=\frac1{2\pi}\int_{-\infty}^\infty i\zeta\,e^{i(z\zeta+\zeta^3/3)}d\zeta .$$

Both integrals converge by oscillation. They converge absolutely when the path is moved up to $\zeta+i\delta$, where the integrand acquires a factor $e^{-\delta\zeta^2}$, and this justifies differentiating under the integral. On that path the integral of the total derivative $i(z+\zeta^2)e^{i(z\zeta+\zeta^3/3)}$ vanishes, which is the statement $\mathrm{Ai}''=z\,\mathrm{Ai}$. The two components are

$$a_y(\omega)=-2\pi i\,\omega p\,u^{-1/3}\mathrm{Ai}(z),\qquad a_x(\omega)=i\omega p\,u^{-2/3}\,\frac{2\pi}{i}\mathrm{Ai}'(z)=2\pi\omega p\,u^{-2/3}\mathrm{Ai}'(z),$$

and

$$|\mathbf a(\omega)|^2=4\pi^2\omega^2p^2\left[\frac{\mathrm{Ai}^2(z)}{z}+\frac{\mathrm{Ai}'^2(z)}{z^2}\right].\tag{5}$$

The beam average is $\kappa=\int(dW/d\omega)\,2\pi b\,db$. From $L=mvb$, $2\pi b\,db=2\pi L\,dL/(mv)^2$. This is the only place where the true incoming speed enters. With $p^2=L^4/m^2K^2$ the integrand contains $L^5dL=d(L^6)/6$. At fixed $\omega$, $L^3=2mK^2u/\omega$, so $L^6=4m^2K^4u^2/\omega^2$ and $L^5dL=(4m^2K^4/3\omega^2)\,u\,du$. Finally $u=z^{3/2}$ gives $u\,du=\tfrac32z^2dz$. Collecting the factors,

$$\int|\mathbf a|^2\,2\pi b\,db=\frac{2\pi}{m^2v^2}\cdot\frac{4\pi^2\omega^2}{m^2K^2}\cdot\frac{4m^2K^4}{3\omega^2}\cdot\frac32\int_0^\infty\big(z\,\mathrm{Ai}^2+\mathrm{Ai}'^2\big)dz=\frac{16\pi^3K^2}{m^2v^2}\,I .$$

The frequency has cancelled exactly. By the Airy equation the integrand is $(\mathrm{Ai}\,\mathrm{Ai}')'$, and Ai decays at large $z$, so $I=-\mathrm{Ai}(0)\mathrm{Ai}'(0)$. The values at zero follow from $\mathrm{Ai}(0)=\frac1\pi\mathrm{Re}\int_0^\infty e^{i\zeta^3/3}d\zeta$ and $\mathrm{Ai}'(0)=-\frac1\pi\mathrm{Im}\int_0^\infty\zeta e^{i\zeta^3/3}d\zeta$. Rotating $\zeta=e^{i\pi/6}\varrho$ makes the exponent $-\varrho^3/3$, and $\int_0^\infty\varrho^{j-1}e^{-\varrho^3/3}d\varrho=3^{j/3-1}\Gamma(j/3)$. Therefore

$$\mathrm{Ai}(0)=\frac{\cos(\pi/6)}{\pi}3^{-2/3}\Gamma(\tfrac13),\qquad \mathrm{Ai}'(0)=-\frac{\sin(\pi/3)}{\pi}3^{-1/3}\Gamma(\tfrac23),$$

and with the reflection formula $\Gamma(\tfrac13)\Gamma(\tfrac23)=\pi/\sin(\pi/3)=2\pi/\sqrt3$,

$$I=\frac{3}{4\pi^2}\cdot\frac13\cdot\frac{2\pi}{\sqrt3}=\frac1{2\pi\sqrt3}=0.091888 .$$

So $\int|\mathbf a|^22\pi b\,db=8\pi^2K^2/(\sqrt3\,m^2v^2)$, and (3) gives

$$\kappa=\frac{16\pi}{3\sqrt3}\,\frac{e^2}{4\pi\varepsilon_0c^3}\,\frac{K^2}{m^2v^2},\qquad \frac{2\kappa}{\hbar}=\frac{32\pi}{3\sqrt3}\,\alpha^3a_0^2\,\eta^2=\sigma_0\eta^2 .\tag{6}$$

### When the parabola is enough

The weight $z\,\mathrm{Ai}^2+\mathrm{Ai}'^2$ is finite at $z=0$ and decays faster than exponentially at large $z$, so the orbits that matter have $u\sim1$. For the incoming orbit (4) gives $\epsilon^2-1=L^2v^2/K^2$, and with $L^3=2mK^2u/\omega$,

$$\epsilon^2-1=\Big(\frac{2u}{\nu}\Big)^{2/3},\qquad \nu=\frac{\omega K}{mv^3}.$$

The orbit is nearly parabolic when $\nu\gg1$. Capture needs $\hbar\omega\ge\tfrac12mv^2$, which means $\nu\ge K/2\hbar v=\eta/2$. For a slow electron the condition holds for every photon that leads to capture.

The size of the error can be seen on true hyperbolic orbits. With lengths in units of $K/mv^2$ and times in units of $K/mv^3$, the hyperbola is $x=\epsilon-\cosh\xi$, $y=b\sinh\xi$, $t=\epsilon\sinh\xi-\xi$, $b^2=\epsilon^2-1$. These give $r=\epsilon\cosh\xi-1=dt/d\xi$ and $x\,dy-y\,dx=b\,dt$, the constant angular momentum. The transform $-i\nu\int e^{i\nu t}d\mathbf r$ was evaluated with the trapezoidal rule along $\xi+i\nu^{-1/3}$, where the tails are damped, and the integral over $b$ with Gauss–Legendre quadrature. The ratio of the hyperbolic $\kappa$ to (6) is $1.2018$ at $\nu=1$, $1.0087$ at $\nu=125$ and $1.0022$ at $\nu=1000$. The excess over unity falls by a factor of four when $\nu$ grows by eight, as a correction linear in $\epsilon^2-1\propto\nu^{-2/3}$ should.

## From the spectrum to the shells

The correspondence step treats $\kappa\,d\omega/\hbar\omega$ as the cross section for emitting one photon in $d\omega$, and gives to shell $n$ the band of final energies between $n-\tfrac12$ and $n+\tfrac12$. With $E_n=-Z^2\mathrm{Ry}/n^2$ the width of the band, to leading order for large $n$, and the photon energy are

$$\hbar\,\Delta\omega=\frac{dE_n}{dn}=\frac{2Z^2\mathrm{Ry}}{n^3},\qquad \hbar\omega=E+\frac{Z^2\mathrm{Ry}}{n^2}=Z^2\mathrm{Ry}\Big(\frac1{\eta^2}+\frac1{n^2}\Big).$$

Then

$$\sigma_n^K=\frac\kappa\hbar\,\frac{\Delta\omega}{\omega}=\frac{2\kappa}{\hbar}\,\frac{1}{n^3(1/\eta^2+1/n^2)}=\frac{\sigma_0\eta^2}{n(1+n^2/\eta^2)},$$

which is (1). The full width of the band exceeds $dE_n/dn$ by the factor $(1-1/4n^2)^{-2}$, which is $1.005$ at $n=10$ but $1.78$ at $n=1$. For the lowest shells (1) is therefore an extrapolation of the large-$n$ result.

This step has its own conditions. From $mK^2=2\hbar^2Z^2\mathrm{Ry}$ the angular momentum of the radiating orbits, in units of $\hbar$, is

$$l=\frac L\hbar=(4u)^{1/3}\Big(\frac1{n^2}+\frac1{\eta^2}\Big)^{-1/3},\tag{7}$$

of order $n^{2/3}$ for $n\ll\eta$ and $\eta^{2/3}$ for $n\gg\eta$. A classical orbit needs $l\gg1$. The final orbit must be nearly parabolic too, and (4) with the energy $E_n$ gives $1-\epsilon^2=l^2/n^2$, of order $n^{-2/3}$ for $n\ll\eta$. The small quantities $1/l$ and $|\epsilon^2-1|$ are all bounded by a number of order $\min(n,\eta)^{-2/3}$. This suggests, without proving it, that (1) has a relative error of that order. For $n=1$ nothing is small, and (1) can only give the order of magnitude there.

## The Kramers sum

Write $\sigma_{\rm tot}^K=\sigma_0\eta^2S$ with $S=\sum_{n\ge1}f(n)$ and

$$f(x)=\frac1{x(1+x^2/\eta^2)}=\frac1x-\frac{x}{x^2+\eta^2}.$$

The terms are $1/n$ for $n\ll\eta$ and $\eta^2/n^3$ for $n\gg\eta$. The crossover $n=\eta$ is where the binding energy $Z^2\mathrm{Ry}/n^2$ equals $E$. Below it the photon energy is set by the binding energy and each doubling of $n$ adds $\ln2$ to the sum. Above it all photon energies lie between $E$ and $2E$, a single octave, and the bands $\Delta\omega\propto n^{-3}$ shrink too fast to add more than a constant.

The antiderivative of $f$ that vanishes at infinity is $\ln x-\tfrac12\ln(x^2+\eta^2)$, so $\int_N^\infty f\,dx=\tfrac12\ln(1+\eta^2/N^2)$. The shells above $\eta$ contribute about $\tfrac12\ln2$, whatever the energy. Since $f$ decreases, $\int_n^{n+1}f<f(n)$ for $n\ge1$ and $f(n)<\int_{n-1}^nf$ for $n\ge2$, and $f(1)<1$. Hence

$$\tfrac12\ln(1+\eta^2)<S<\tfrac12\ln(1+\eta^2)+1 .$$

This proves the growth as $\ln\eta$ with unit coefficient. The lower bound is the frequency integral of the estimate.

The constant comes from treating the two parts of $f$ separately up to a large $N$. The first is the harmonic sum, $\ln N+\gamma+o(1)$. For the second let $h(x)=x/(x^2+\eta^2)$. Two integrations by parts give the trapezoid identity

$$\tfrac12[h(n)+h(n+1)]-\int_n^{n+1}h\,dx=\tfrac12\int_0^1t(1-t)\,h''(n+t)\,dt .$$

Summing over $n=0,\dots,N-1$, with $h(0)=0$, gives $\sum_{n=1}^Nh(n)=\tfrac12\ln[(N^2+\eta^2)/\eta^2]+\tfrac12h(N)+R$, where $R$ is the sum of the right-hand sides. As $N\to\infty$ the terms $\ln N$ cancel and $h(N)\to0$, so

$$S=\ln\eta+\gamma-R .$$

Because $\tfrac12t(1-t)\le\tfrac18$, $|R|\le\tfrac18\int_0^\infty|h''|dx$. The derivative $h'=(\eta^2-x^2)/(x^2+\eta^2)^2$ falls from $1/\eta^2$ at $x=0$ to its minimum $-1/8\eta^2$ at $x=\sqrt3\,\eta$ and rises back to zero, so its total variation is $5/4\eta^2$ and $|R|\le5/(32\eta^2)$. For the value of $R$, note that $h''$ varies on the scale $\eta$, slowly over a unit interval, so $\tfrac12t(1-t)$ may be replaced by its mean $\tfrac1{12}$ at leading order. This gives $R\approx\tfrac1{12}[h'(\infty)-h'(0)]=-1/12\eta^2$ and

$$S=\ln\eta+\gamma+\frac1{12\eta^2}+\dots\tag{8}$$

The sum also has a closed form. The digamma function obeys $\psi(1+y)=-\gamma+\sum_n[1/n-1/(n+y)]$, and $\mathrm{Re}\,[1/(n+i\eta)]=n/(n^2+\eta^2)$, so $S=\gamma+\mathrm{Re}\,\psi(1+i\eta)$ for every $\eta$. For $\eta\ll1$ every term is $\eta^2/n^3$ and there is no logarithm, but (1) has no justification there since the bound $\nu\ge\eta/2$ no longer makes $\nu$ large. In terms of the energy, (8) reads

$$E\,\sigma_{\rm tot}^K=\sigma_0Z^2\mathrm{Ry}\Big[\tfrac12\ln\frac{Z^2\mathrm{Ry}}{E}+\gamma+\dots\Big].$$

The constant $\gamma$ measures the difference between $\sum1/n$ and $\int dn/n$, which arises at small $n$, where (1) is least reliable. The logarithm arises from $1\ll n\ll\eta$, where it is reliable. The exact theory shows what this does to each.

## Exact dipole cross sections

The rate of spontaneous dipole emission from a state $\psi$ to a state $\Phi$ is $\Gamma=(4\alpha\omega^3/3c^2)|\langle\Phi|\mathbf r|\psi\rangle|^2$. For a scattering state with an incoming wave of unit amplitude the flux is $v$ and $\sigma=\Gamma/v$. The spin does not change and brings no factor. Measure lengths in $a_0/Z$, so that the wave number is $q=ka_0/Z=1/\eta$ and $v=Z\alpha c\,q$. Write $\omega=Z^2(\alpha c/a_0)\,w$, where $\hbar\alpha c/a_0=2\,\mathrm{Ry}$, so that $w=\tfrac12(q^2+1/n^2)$. The matrix element is $(a_0/Z)^{5/2}\mathbf d$ with dimensionless $\mathbf d$, the power being $3+1-\tfrac32$ from the volume, the operator and the normalised bound state. Then

$$\sigma=\frac{4\alpha}{3c^2}\cdot\frac{Z^6\alpha^3c^3w^3}{a_0^3}\cdot\frac{a_0^5}{Z^5}\cdot\frac{|\mathbf d|^2}{Z\alpha c\,q}=\frac43\,\alpha^3a_0^2\,\frac{w^3}{q}\,|\mathbf d|^2 .$$

The charge has dropped out, and $\sigma_n/\alpha^3a_0^2$ depends on $n$ and $\eta$ alone.

The scattering state is $\psi=(4\pi/qr)\sum_{l'm'}i^{l'}e^{i\delta_{l'}}F_{l'}(r)\,Y^*_{l'm'}(\hat{\mathbf q})Y_{l'm'}(\hat{\mathbf r})$, where $F_{l'}$ is the regular radial solution that oscillates with unit amplitude at large $r$, as $qr\,j_{l'}(qr)$ does in the plane wave, and $\delta_{l'}$ is its phase shift. The bound states are $\phi_l(r)Y_{lm}/r$ with $\int\phi_l^2dr=1$, the label $n$ being understood. The sum of $|\mathbf d|^2$ over $m$ cannot depend on the direction $\hat{\mathbf q}$, so it equals its average over that direction. The average of $Y^*_{l'm'}Y_{l''m''}$ is $\delta_{l'l''}\delta_{m'm''}/4\pi$, which removes the cross terms and the phases. In the remaining sum over $m$ and $m'$ the three components of $\hat{\mathbf r}$ contribute equally, and $|\langle l,m|\cos\theta|l-1,m\rangle|^2=(l^2-m^2)/(4l^2-1)$. Since $\sum_{m=-l}^l(l^2-m^2)=l^2(2l+1)-\tfrac13l(l+1)(2l+1)=\tfrac13l(4l^2-1)$, the angular sum between $l$ and $l-1$ is $l$. With

$$X_l=\int_0^\infty\phi_{l-1}\,r\,F_l\,dr,\qquad Y_l=\int_0^\infty\phi_l\,r\,F_{l-1}\,dr,$$

one has $\sum|\mathbf d|^2=(4\pi/q^2)\sum_ll(X_l^2+Y_l^2)$ and

$$\sigma_n=\frac{16\pi}3\,\alpha^3a_0^2\,\frac{w^3}{q^3}\sum_{l=1}^{n}l\,\big(X_l^2+Y_l^2\big),\qquad Y_n=0,\tag{9}$$

where $Y_n$ is absent because shell $n$ has no state with $l=n$.

The Kramers cross section and its sum over shells, with the constant $\gamma$ beside the logarithm, have been derived, and the exact dipole cross section has been reduced to the radial integrals in (9). It remains to evaluate those integrals, find the exact constant and compare the two results, including for capture by bare oxygen.

Numbers in the example were calculated in double precision.
